# Dipolar hyperfine coupling of a proton to a 1s Slater spin density, part 1

(Sections cited here and not found follow in the second part.)

## A.1 A uniform ball of spin

Let one unpaired electron spin be spread uniformly through a ball of radius \(b\) centred at the origin, with density \(\rho_0 = 3/(4\pi b^3)\), and let a proton sit at \(\mathbf R = R\,\mathbf n\), \(|\mathbf n| = 1\). The coupling of two point magnetic dipoles at separation \(r\) along \(\mathbf n\) has the tensor \((3n_an_b-\delta_{ab})/r^3\), and this tensor is the second derivative of \(1/r\): from \(\partial_a r = r_a/r\),

\[
\partial_a\frac1r = -\frac{r_a}{r^3},\qquad
\partial_a\partial_b\frac1r = -\frac{\delta_{ab}}{r^3}+\frac{3r_ar_b}{r^5} = \frac{3n_an_b-\delta_{ab}}{r^3}\qquad (r>0).
\tag{A1}
\]

Adding up the volume elements of the ball therefore means taking second derivatives of

\[
V(\mathbf R)=\int \frac{\rho(\mathbf r')}{|\mathbf R-\mathbf r'|}\,d^3r' ,
\tag{A2}
\]

which is the electrostatic potential that the spin density would produce if it were a charge density. Sections A.2 and A.3 prove that the dipolar coupling is a constant \(P\) times the traceless part of \(\partial_a\partial_bV\), inside the density as well as outside.

Gauss's law gives \(V'(R) = -Q(R)/R^2\), with \(Q\) the spin inside radius \(R\). Outside the ball \(Q=1\), so \(V = 1/R\), and (A1) shows that the ball acts exactly as a point dipole at its centre. Inside, \(Q = R^3/b^3\), so \(V' = -R/b^3\) and \(V = \text{const} - R^2/(2b^3)\). Since \(\partial_a\partial_b R^2 = 2\delta_{ab}\), the Hessian is \(-\delta_{ab}/b^3\), a multiple of the unit tensor with no traceless part. A proton inside the ball has zero dipolar coupling, although a fraction \(R^3/b^3\) of the spin lies closer to the centre than the proton does. The dipolar coupling is thus not the enclosed spin times the point-dipole law. A ball counts in full when it leaves the proton outside and not at all when it contains the proton, and the Slater result follows from this rule once the density is written as a stack of balls.

## A.2 The operator, its sign and the constant \(P\)

The assumptions are these. There is one electron, \(S=\tfrac12\), in a state \(\phi(\mathbf r)\chi\) with a real spatial orbital, so that \(\rho=\phi^2\) integrates to 1. The proton is a point with spin \(I=\tfrac12\) and does not distort \(\rho\). The treatment is nonrelativistic and of first order in the proton moment, with the free-electron \(g\) value. A real orbital carries no current, so the orbital hyperfine term has zero expectation value at this order. The spins are dimensionless and the moments are

\[
\boldsymbol\mu_e=-g_e\mu_B\mathbf S,\qquad \boldsymbol\mu_p=+g_p\mu_N\mathbf I,\qquad g_e>0,\; g_p>0 .
\]

Tables of constants may list the electron \(g\) factor with a negative sign, as the one used by the program does; \(g_e\) here is its magnitude.

A point moment \(\mathbf m\) at \(\mathbf r'\) has the vector potential \((\mu_0/4\pi)\,\mathbf m\times(\mathbf R-\mathbf r')/|\mathbf R-\mathbf r'|^3 = -(\mu_0/4\pi)\,\mathbf m\times\nabla(1/|\mathbf R-\mathbf r'|)\), with \(\nabla\) acting on \(\mathbf R\). Weighting with \(\rho(\mathbf r')\) and using (A2), the vector potential of the smeared moment is \(-(\mu_0/4\pi)\,\mathbf m\times\nabla V\). For constant \(\mathbf m\) the identity \(\nabla\times(\mathbf m\times\mathbf G)=\mathbf m(\nabla\cdot\mathbf G)-(\mathbf m\cdot\nabla)\mathbf G\) holds. With \(\mathbf G=\nabla V\) and Poisson's equation \(\nabla^2V=-4\pi\rho\), which is recovered in A.3,

\[
B_a = -\frac{\mu_0}{4\pi}\big[m_a\nabla^2V - m_b\,\partial_b\partial_aV\big]
= \frac{\mu_0}{4\pi}\big[\partial_a\partial_bV+4\pi\rho\,\delta_{ab}\big]m_b .
\tag{A3}
\]

The interaction energy is \(-\boldsymbol\mu_p\cdot\mathbf B(\mathbf R)\) with \(\mathbf m=\boldsymbol\mu_e\). The opposite route, the energy of \(\boldsymbol\mu_e\) in the field of the proton averaged over \(\rho\), gives the same expression, because two derivatives of \(1/|\mathbf R-\mathbf r'|\) with respect to \(\mathbf r'\) equal two derivatives with respect to \(\mathbf R\). The minus sign of the energy and the minus sign in \(\boldsymbol\mu_e\) cancel:

\[
H=-g_p\mu_NI_a\,\frac{\mu_0}{4\pi}\big[\partial_a\partial_bV+4\pi\rho\,\delta_{ab}\big](-g_e\mu_BS_b)=\mathbf S\cdot\mathsf A\cdot\mathbf I ,
\]
\[
A_{ab}=P\big[\partial_a\partial_bV+4\pi\rho(\mathbf R)\,\delta_{ab}\big],\qquad P=\frac{\mu_0}{4\pi}\,g_e\mu_B\,g_p\mu_N>0 .
\tag{A4}
\]

The trace is \(P(-4\pi\rho+12\pi\rho)=8\pi P\rho\). One third of it is the isotropic part, and the remainder, with \(4\pi-8\pi/3=4\pi/3\), is traceless:

\[
A_{ab}=a\,\delta_{ab}+T_{ab},\qquad a=\frac{8\pi}{3}P\rho(\mathbf R),\qquad
T_{ab}=P\Big[\partial_a\partial_bV+\frac{4\pi}{3}\rho(\mathbf R)\,\delta_{ab}\Big].
\tag{A5}
\]

The first part is the Fermi contact coupling and the second is the dipolar tensor. For a density concentrated at the origin, (A1) gives \(T_{ab}=(P/R^3)(3n_an_b-\delta_{ab})\), with principal values \((-1,-1,2)\,P/R^3\).

In atomic units \(4\pi\epsilon_0=1\) and \(c=1/\alpha\), so \(\mu_0/4\pi=1/(4\pi\epsilon_0c^2)=\alpha^2\). Also \(\mu_B=e\hbar/2m_e=\tfrac12\) and \(\mu_N=1/(2m_p)\) with \(m_p\) in electron masses. Hence

\[
P=\frac{\alpha^2g_eg_p}{4m_p}\ \text{hartree bohr}^3 .
\tag{A6}
\]

With \(g_e=2.002319\) and \(g_p=5.585695\),

\[
P=326.984\ \text{neV Å}^3,\qquad P/h=79.064\ \text{MHz Å}^3 .
\]

To two digits the point-dipole law \(T=P/R^3\) therefore reads \(T/h\approx79\ \text{MHz}/(R/\text{Å})^3\). This is the scalar \(T\) of the pattern \((-T,-T,2T)\); the principal value along \(\mathbf n\) is twice as large. The program tests (A6) against the SI product in (A4).

## A.3 The principal-value integral and the local term

The dipolar tensor can also be defined directly, as the integral of the kernel (A1) over the density with \(\mathbf r=\mathbf r'-\mathbf R\) measured from the proton. The kernel grows as \(r^{-3}\), so the integral is not absolutely convergent where \(\rho(\mathbf R)\neq0\), and a prescription is needed. The simplest one that agrees with (A5) excludes a sphere \(r<\eta\) and lets \(\eta\to0\).

Write \(V(\mathbf R)=\int\rho(\mathbf R+\mathbf r)\,r^{-1}d^3r\), so that \(\partial_a\partial_bV=\int(\partial_a\partial_b\rho)\,r^{-1}d^3r\). Assume that \(\rho\) is smooth near the proton, decays at infinity, and is continuous with bounded gradient elsewhere; a 1s cusp at the origin meets this for \(R>0\), since its second derivatives grow only as the inverse distance from the cusp and are integrable. The ball \(r<\eta\) contributes \(O(\eta^2)\) and is dropped. On its surface the outward normal of the remaining region is \(-\hat{\mathbf r}\) and the area element is \(\eta^2d\Omega\). A first integration by parts gives

\[
\int_{r>\eta}\frac{\partial_a\partial_b\rho}{r}\,d^3r=-\oint\hat r_a\,(\partial_b\rho)\,\frac{\eta^2}{\eta}\,d\Omega-\int_{r>\eta}(\partial_b\rho)\,\partial_a\frac1r\,d^3r ,
\]

and the surface term is \(O(\eta)\). A second integration by parts, with \(\partial_a(1/r)=-\hat r_a/\eta^2\) on the surface, gives

\[
-\int_{r>\eta}(\partial_b\rho)\,\partial_a\frac1r\,d^3r
=+\oint\hat r_b\,\rho\Big(-\frac{\hat r_a}{\eta^2}\Big)\eta^2d\Omega+\int_{r>\eta}\rho\,\partial_a\partial_b\frac1r\,d^3r .
\]

This surface term stays finite. The tensor \(\oint\hat r_a\hat r_b\,d\Omega\) is isotropic and has trace \(4\pi\), so it equals \((4\pi/3)\delta_{ab}\). In the limit,

\[
\partial_a\partial_bV=\mathrm{PV}\!\!\int\rho\,\frac{3r_ar_b-r^2\delta_{ab}}{r^5}\,d^3r-\frac{4\pi}{3}\rho(\mathbf R)\,\delta_{ab}.
\tag{A7}
\]

The kernel is traceless, so the trace of (A7) is Poisson's equation. Comparing (A7) with (A5),

\[
T_{ab}=P\;\mathrm{PV}\!\!\int\rho\,\frac{3r_ar_b-r^2\delta_{ab}}{r^5}\,d^3r .
\tag{A8}
\]

For an excluded region of another shape with outward normal \(\boldsymbol\nu\), the finite surface term is \(-\rho\oint\nu_b\,r_a r^{-3}dS\). Its trace is still \(-4\pi\rho\), by the definition of solid angle, but it need not be isotropic, and the volume integral changes by the opposite amount. A numerical evaluation of (A8) must therefore either approach the proton through excluded regions whose surface term is isotropic or correct for the anisotropic part of that term. Doing the angular integral about the proton first, at fixed \(r\), ensures isotropy. This matters whenever \(\rho(\mathbf R)\) is not negligible against the components \(|T_{ab}|/P\) being computed. Far out that scale is \(1/R^3\), but near the centre of a spherical density \(T_{ab}\) tends to zero while \(\rho\) stays finite, and the shape error dominates. A prolate excluded spheroid of axis ratio 2 along \(\mathbf n\) shifts the component along \(\mathbf n\) by about \(-2.0\,P\rho(\mathbf R)\). For the 1s density of A.5 with \(\zeta=1\ \text{bohr}^{-1}\) this is about 9 times that component at \(R=0.05\) bohr and about 1 % of it at 2 Å.

## A.4 Any spherical density

Let \(\rho=\rho(s)\) depend only on the distance \(s\) from the origin. Then \(V=V(R)\). With \(\partial_aR=n_a\) and \(\partial_bn_a=\partial_b(R_a/R)=(\delta_{ab}-n_an_b)/R\),

\[
\partial_a\partial_bV=\partial_b(V'n_a)=V''n_an_b+\frac{V'}{R}(\delta_{ab}-n_an_b).
\tag{A9}
\]

The trace is \(V''+2V'/R=(R^2V')'/R^2\). Setting it equal to \(-4\pi\rho\) and integrating from 0, where \(R^2V'\) vanishes for a bounded density,

\[
V'=-\frac{Q}{R^2},\qquad Q(R)=\int_0^R4\pi s^2\rho(s)\,ds,\qquad
V''=\frac{2Q}{R^3}-\frac{Q'}{R^2}=\frac{2Q}{R^3}-4\pi\rho(R).
\tag{A10}
\]

Insert (A9) and (A10) into (A5) and collect the terms in \(n_an_b\) and in \(\delta_{ab}\):

\[
\frac{T_{ab}}{P}=\Big(\frac{2Q}{R^3}-4\pi\rho+\frac{Q}{R^3}\Big)n_an_b+\Big(-\frac{Q}{R^3}+\frac{4\pi}{3}\rho\Big)\delta_{ab}
=\Big(\frac{Q}{R^3}-\frac{4\pi}{3}\rho\Big)(3n_an_b-\delta_{ab}).
\]

So \(T_{ab}=T\,(3n_an_b-\delta_{ab})\) with

\[
T=P\Big[\frac{Q(R)}{R^3}-\frac{4\pi}{3}\rho(R)\Big]=\frac{PQ}{R^3}-\frac a2 .
\tag{A11}
\]

The second form uses \(a=(8\pi/3)P\rho\). Since \(Q=(4\pi R^3/3)\bar\rho\), with \(\bar\rho\) the mean density inside radius \(R\), (A11) also reads \(T=(4\pi/3)P(\bar\rho-\rho)\): the dipolar coupling measures how far the mean interior density exceeds the local one. Inside the uniform ball the two are equal, which is the zero found in A.1.

Define the reduction factor \(f\) by \(T=(P/R^3)f\). Integrating \(Q\) by parts with \(4\pi s^2=(4\pi s^3/3)'\) gives \(Q=(4\pi/3)R^3\rho(R)-\int_0^R(4\pi/3)s^3\rho'\,ds\). The boundary term cancels the local term of (A11):

\[
f(R)=Q-\frac{4\pi}{3}R^3\rho(R)=\int_0^R\frac{4\pi}{3}s^3\,[-\rho'(s)]\,ds .
\tag{A12}
\]

This is the rule of A.1. A density that vanishes at infinity can be written \(\rho(r)=\int_r^\infty[-\rho'(s)]\,ds\), a sum of uniform balls of radius \(s\) and density \(-\rho'(s)\,ds\), each holding the spin \((4\pi/3)s^3[-\rho'(s)]\,ds\). Equation (A12) counts those with \(s<R\) in full and omits the rest. When \(\rho\) decreases monotonically all weights are positive, so \(f\) rises from 0 and cannot exceed the total spin. For a density with a radial maximum away from the centre some weights are negative and \(T\) can change sign.

The program tests (A11) on a Gaussian density by quadrature of (A8). It tests the statement about containing balls on the capped density \(\min[\rho(s),\rho(R)]\), which is exactly the sum of the balls with radius above \(R\) and for which the quadrature must vanish.

## A.5 The 1s Slater density

The normalised orbital is \(\phi=(\zeta^3/\pi)^{1/2}e^{-\zeta s}\), so

\[
\rho(s)=\frac{\zeta^3}{\pi}e^{-2\zeta s},\qquad -\rho'(s)=2\zeta\rho(s).
\]

The exponent of the density is \(2\zeta\), twice that of the orbital. Let \(x=\zeta R\), \(u=2x\), and \(t=2\zeta s\). The integrals needed are \(I_k(u)=\int_0^ut^ke^{-t}dt\). Integration by parts gives \(I_k=-u^ke^{-u}+kI_{k-1}\), starting from \(I_0=1-e^{-u}\):

\[
I_1=1-e^{-u}(1+u),\quad I_2=2-e^{-u}(2+2u+u^2),\quad I_3=6-e^{-u}(6+6u+3u^2+u^3).
\]

The enclosed spin is

\[
Q=4\zeta^3\int_0^Rs^2e^{-2\zeta s}ds=\frac{4\zeta^3}{(2\zeta)^3}I_2=\frac{I_2}{2}=1-e^{-u}\Big(1+u+\frac{u^2}{2}\Big),
\tag{A13}
\]

which tends to 1 and confirms the normalisation. The local term is \((4\pi/3)R^3\rho(R)=\tfrac43x^3e^{-2x}=u^3e^{-u}/6\). Subtracting,

\[
T(R)=\frac{P}{R^3}f,\qquad f=1-e^{-u}\Big(1+u+\frac{u^2}{2}+\frac{u^3}{6}\Big)=1-e^{-2x}\Big(1+2x+2x^2+\frac43x^3\Big),
\tag{A14}
\]
\[
a(R)=\frac83P\zeta^3e^{-2x}.
\tag{A15}
\]

The integral (A12) leads to the same \(f\). Its integrand is \((4\pi/3)s^3\cdot2\zeta\cdot(\zeta^3/\pi)e^{-2\zeta s}ds=\tfrac83\zeta^4s^3e^{-2\zeta s}ds\), and with \(s^3ds=t^3dt/(2\zeta)^4\) the prefactor becomes \(8/(3\cdot16)=1/6\):

\[
f=\frac16\int_0^ut^3e^{-t}dt=\frac{I_3(u)}{6}=\frac{\gamma(4,u)}{\Gamma(4)},
\tag{A16}
\]

the regularised lower incomplete gamma function of order 4. The integrand is positive and \(I_3(\infty)=6\), so \(0<f<1\) for every finite \(R>0\) and \(df/du=u^3e^{-u}/6>0\). The coupling lies strictly below the point-dipole value at every distance.

## A.6 Small distances and the maximum

Expanding \(e^{-t}=1-t+t^2/2-\dots\) in (A16) and integrating term by term,

\[
f=\frac16\Big(\frac{u^4}{4}-\frac{u^5}{5}+\frac{u^6}{12}-\dots\Big)=\frac23x^4-\frac{16}{15}x^5+\frac89x^6-\dots,
\]
\[
T=P\zeta^4R\Big(\frac23-\frac{16}{15}x+\frac89x^2-\dots\Big).
\tag{A17}
\]

The \(R^{-3}\) divergence of the point law is replaced by a linear rise from zero. The linear law comes from the cusp: with a finite slope \(\rho'(0^+)\), (A12) gives \(f\simeq(\pi/3)R^4[-\rho'(0^+)]\), and \(-\rho'(0^+)=2\zeta^4/\pi\) returns \(\tfrac23x^4\). For a density smooth at the centre \(\rho'\propto s\), so \(f\propto R^5\) and \(T\propto R^2\). A finite Gaussian expansion of the orbital therefore has the wrong power of \(R\) at distances below the width of its tightest function. At \(R=0\) the direction \(\mathbf n\) is undefined, but \(T_{ab}\to0\), so the tensor is continuous there. The program tests the first two terms of the series symbolically and by quadrature.

Since \(T\) vanishes at both ends, it has a maximum. With \(R=u/2\zeta\), \(T=8P\zeta^3f/u^3\), and \(d(f/u^3)/du=(uf'-3f)/u^4\). Let \(h=uf'-3f=u^4e^{-u}/6-3f\). Then

\[
h'=\frac{(4u^3-u^4)e^{-u}}{6}-\frac{3u^3e^{-u}}{6}=\frac{u^3e^{-u}}{6}(1-u).
\]

The function \(h\) starts at 0, rises until \(u=1\), and then falls monotonically to \(-3\), so it has exactly one positive root, and that root lies above 1. The condition is \(u^4e^{-u}/18=f\), solved by \(u=1.3143\), where \(f=0.04454\). Because \(T(R)\) is not monotonic, a value of \(T\) below the maximum corresponds to two distances.

For the 1s Slater density the dipolar coupling is now known in closed form, (A14): it rises linearly from zero, passes through a single maximum and stays below the point-dipole value at every distance. It remains to find where the point-dipole law becomes accurate, to give the principal values and a worked example, and to set out the numerical checks and the conditions under which the result fails.
